# Speed of Acid-Amplification Fronts During Post-Exposure Bake: test program

```python
"""
Result under test: acid fraction a(x,t) obeying
    a_t = D a_xx + k a (1 - a)
invades unexposed resist at the asymptotic speed 2 sqrt(D k) when the initial
acid decays at least about as fast as exp(-x sqrt(k/D)).
D: diffusion coefficient, k: amplification rate, a: acid / (acid + amplifier).
Slower tails exp(-s x) give the speed D s + k / s.
The long-time solver alternates exact reaction with a positive Gaussian
convolution, so that the tiny leading edge keeps its relative accuracy.
A separate finite-difference solver treats the bake example in nm and s.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.interpolate import BarycentricInterpolator
from scipy.optimize import brentq
from scipy.special import erfc


def logistic(a, tau):
    g = np.exp(tau)
    return a * g / (1 - a + a * g)


def linear(a, tau):
    return a * np.exp(tau)


COOP = 8.0


def cooperative(a, tau):
    def f(u):
        return u * (1 - u) * (1 + COOP * u)
    p = f(a)
    q = f(a + tau * p / 2)
    r = f(a + tau * q / 2)
    s = f(a + tau * r)
    return a + tau * (p + 2 * q + 2 * r + s) / 6


def gaussian_kernel(dx, dt, diff):
    half = int(np.ceil(14 * np.sqrt(diff * dt) / dx))
    y = dx * np.arange(-half, half + 1)
    weights = np.exp(-y**2 / (4 * diff * dt))
    return weights / weights.sum()


def march(a, dx, dt, steps, every, diff=1.0, rate=1.0, react=logistic):
    """Yield (time, profile) every so many steps."""
    kernel = gaussian_kernel(dx, dt, diff)
    for n in range(1, steps + 1):
        a = react(a, rate * dt / 2)
        a = np.convolve(a, kernel, mode="same")
        a = react(a, rate * dt / 2)
        a[a < 1e-290] = 0.0
        if n % every == 0:
            yield n * dt, a


def edge(a, x, level=0.5):
    """Rightmost crossing of the level, cubic interpolation in log(a)."""
    i = np.nonzero(a > level)[0][-1]
    s = slice(i - 1, i + 3)
    return float(BarycentricInterpolator(np.log(a[s]), x[s])(np.log(level)))


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# ---- parameters of the bake example (round, roughly typical) ----
D = 4.0            # nm^2/s
K = 0.1            # 1/s
BAKE = 60.0        # s
HALF = 100.0       # nm, half-width of the exposed line
PEAK = 0.2         # initial acid fraction in the line
LEVEL = 0.5        # acid fraction that defines the edge
TEMP = 383.0       # K
length = np.sqrt(D / K)
speed = 2 * np.sqrt(D * K)

# ---- long-time speed and logarithmic delay, in nm and s ----
dx, dt = 2.5, 2.0
x = np.arange(-250, 9500, dx)
block = (np.abs(x) < 12.6).astype(float)
times, front = [], []
for t, a in march(block, dx, dt, 3000, 20, D, K):
    live = a > 0
    ceiling = -(x[live] - 12.5 - speed * t) / length
    assert np.all(np.log(a[live]) <= ceiling + 1e-6)
    times.append(t)
    front.append(edge(a, x))
times, front = np.array(times), np.array(front)
linear_front = np.array([edge(a, x) for t, a in
                         march(block, dx, dt, 3000, 20, D, K, linear)])
tau = K * times
late = tau >= 60
tl = tau[late]
one = np.ones_like(tl)
basis = np.column_stack([times[late], one, np.log(tl), tl**-0.5])
fit_speed = np.linalg.lstsq(basis, front[late], rcond=None)[0][0]
assert abs(fit_speed / speed - 1) < 1e-3


def log_delay(position):
    cols = np.column_stack([one, np.log(tl), tl**-0.5, 1 / tl])
    y = (position[late] - speed * times[late]) / length
    return -np.linalg.lstsq(cols, y, rcond=None)[0][1]


delay, linear_delay = log_delay(front), log_delay(linear_front)
# tolerance: terms of order log(t)/t are left out of the fit
assert abs(delay - 1.5) < 0.1
assert abs(linear_delay - 0.5) < 0.1
local_ratio = np.gradient(front, times) / speed

# ---- compact moving subsolution, units D = k = 1 ----
z, c, L, Ds, ks = sp.symbols("z c L D k", positive=True)
w = sp.exp(-c * z / (2 * Ds)) * sp.cos(sp.pi * z / (2 * L))
sigma = ks - c**2 / (4 * Ds) - Ds * sp.pi**2 / (4 * L**2)
assert sp.simplify((Ds * w.diff(z, 2) + c * w.diff(z) + ks * w
                    - sigma * w) * sp.exp(c * z / (2 * Ds))) == 0
c0, L0 = 1.5, 4.0
sigma0 = 1 - c0**2 / 4 - np.pi**2 / (4 * L0**2)
xs = np.arange(-30, 115, 0.1)


def bump(y):
    inside = np.abs(y) < L0
    yy = np.where(inside, y, 0.0)
    return np.where(inside, np.exp(-c0 * yy / 2)
                    * np.cos(np.pi * yy / (2 * L0)), 0.0)


scale = sigma0 / bump(np.linspace(-L0, L0, 20001)).max()
for t, a in march(scale * bump(xs), 0.1, 0.05, 800, 20):
    assert np.all(a >= scale * bump(xs - c0 * t) - 1e-6)
ray_value = np.interp(c0 * t, xs, a)
assert ray_value > 0.95

# ---- filling from a finite region with a positive floor ----
xf = np.linspace(-30, 30, 601)
floor0, radius, t_fill = 0.1, 6.0, 2.0
start = floor0 * np.where(np.abs(xf) < radius - 0.05, 1.0,
                          np.where(np.abs(xf) < radius + 0.05, 0.5, 0.0))
a = list(march(start, 0.1, 0.05, 40, 40))[0][1]
deficit = logistic(floor0, t_fill) - a[300]
fill_bound = floor0 * np.exp(t_fill) * erfc(radius / np.sqrt(4 * t_fill))
assert 0 < deficit < fill_bound

# ---- slow and steep initial tails; both have s + 1/s = 2.5 ----
xt = np.arange(-40, 300, 0.2)
tail_speed = {}
mu = 0.8
for s in (0.5, 2.0):
    v = s + 1 / s
    pos = {}
    for t, a in march(np.exp(-s * np.maximum(xt, 0)), 0.2, 0.1, 600, 100):
        pos[round(t)] = edge(a, xt)
        if s < 1:
            B = 1 / (mu * (v - mu - 1 / mu))
            y = xt - v * t
            lower = np.exp(-s * y) - B * np.exp(-mu * y)
            assert np.all((a >= lower - 1e-12)[xt < 250])
    tail_speed[s] = (pos[60] - pos[40]) / 20
assert abs(tail_speed[0.5] - 2.5) < 2e-3
assert 1.96 < tail_speed[2.0] < 2.0

# ---- cooperative rate: a pushed front, faster than its linear edge ----
xp = np.arange(-20, 90, 0.1)
pos = {round(t): edge(a, xp) for t, a in
       march((np.abs(xp) < 3).astype(float), 0.1, 0.02, 1000, 250,
             react=cooperative)}
pushed = (pos[20] - pos[15]) / 5
pushed_formula = np.sqrt(COOP / 2) + np.sqrt(2 / COOP)
assert abs(pushed - pushed_formula) < 0.01

# ---- immobile amplifier m, mobile acid h, units D = k = 1 ----
xm = np.arange(-40, 600, 0.4)
h = (np.abs(xm) < 2.1).astype(float)
m = 1 - h
kernel = gaussian_kernel(0.4, 0.2, 1.0)


def amplify(h, m, step):
    total = h + m
    g = np.exp(total * step)
    return total * h * g / (m + h * g), total * m / (m + h * g)


pos = {}
for n in range(1, 1001):
    h, m = amplify(h, m, 0.1)
    h = np.convolve(h, kernel, mode="same")
    h, m = amplify(h, m, 0.1)
    h[h < 1e-290] = 0.0
    if n in (500, 1000):
        pos[n] = edge(h, xm)
immobile_speed = (pos[1000] - pos[500]) / 100
equal_speed = (np.interp(200, tau, front)
               - np.interp(100, tau, front)) / length / 100
assert abs(immobile_speed - equal_speed) < 0.003

# ---- bake example: finite differences for acid, amplifier, quencher ----
KQ = 10.0          # 1/s, neutralization rate per unit base fraction
xb = np.arange(0, 300.1, 0.5)


def line(y):
    return np.where(np.abs(y) < HALF - 0.1, 1.0,
                    np.where(np.abs(y) < HALF + 0.1, 0.5, 0.0))


def bake(diff=D, rate=K, peak=PEAK, flare=0.0, thermal=0.0, base=0.0,
         cutoff=0.0, fixed_amplifier=False):
    """Acid profile after the bake; mirror symmetry at the line centre."""
    acid = peak * line(xb) + flare
    state = np.array([acid, 1 - acid, base + 0 * xb])
    mobility = np.array([[diff], [0.0 if fixed_amplifier else diff], [0.0]])
    mobility = mobility / 0.5**2
    step = 0.025

    def slope(s):
        lap = np.empty_like(s)
        lap[:, 1:-1] = s[:, 2:] - 2 * s[:, 1:-1] + s[:, :-2]
        lap[:, 0] = 2 * (s[:, 1] - s[:, 0])
        lap[:, -1] = 2 * (s[:, -2] - s[:, -1])
        out = mobility * lap
        grow = (rate * s[0] * (s[0] > cutoff) + thermal) * s[1]
        kill = KQ * s[0] * s[2]
        out[0] += grow - kill
        out[1] -= grow
        out[2] -= kill
        return out

    for _ in range(round(BAKE / step)):
        p = slope(state)
        q = slope(state + step * p / 2)
        r = slope(state + step * q / 2)
        u = slope(state + step * r)
        state = state + step * (p + 2 * q + 2 * r + u) / 6
    return state[0]


def shift(**options):
    return edge(bake(**options), xb, LEVEL) - HALF


xe = np.linspace(-300, 300, 1201)
pos = {round(t): edge(a, xe, LEVEL) - HALF for t, a in
       march(PEAK * line(xe), 0.5, 0.1, 620, 20, D, K) if t > 57}
end_speed = (pos[62] - pos[58]) / 4
base_shift = shift()
assert abs(base_shift - pos[60]) < 0.2
spread = np.sqrt(4 * D * BAKE)
linear_shift = brentq(lambda y: PEAK * np.exp(K * BAKE) / 2
                      * (erfc(y / spread) - erfc((y + 2 * HALF) / spread))
                      - LEVEL, 0, 200)
assert base_shift < linear_shift

FLARE, THERMAL, BASE, DENSITY, BARRIER = 1e-3, 1e-5, 0.05, 0.1, 1.0
count = DENSITY * length**3
kb_ev = constants.k / constants.e
warm = np.exp(BARRIER / kb_ev * (1 / TEMP - 1 / (TEMP + 1)))
fixed_shift = shift(fixed_amplifier=True)
flare_profile = bake(flare=FLARE)
flare_shift = edge(flare_profile, xb, LEVEL) - HALF
thermal_shift = shift(thermal=THERMAL)
quench_shift = shift(base=BASE)
cut_shift = shift(cutoff=1 / count)
warm_shift = shift(diff=D * warm, rate=K * warm)
assert flare_shift > base_shift and thermal_shift > base_shift
assert quench_shift < base_shift and cut_shift < base_shift
assert warm_shift > base_shift
dark_limit = 1 / (1 + np.exp(K * BAKE))
assert abs(logistic(dark_limit, K * BAKE) - 0.5) < 1e-12
assert abs(flare_profile[-1] - logistic(FLARE, K * BAKE)) < 1e-4
# a trace of acid must die where the base removes it faster than it grows
trace = bake(peak=1e-6, base=BASE)[0]
trace_rate = np.log(trace / 1e-6) / BAKE
assert abs(trace_rate - (K - KQ * BASE)) < 0.01

show("Diffusion coefficient D", D, "nm^2/s")
show("Amplification rate k", K, "1/s")
show("Bake time", BAKE, "s")
show("Bake temperature", TEMP, "K")
show("Half-width of exposed line", HALF, "nm")
show("Initial acid fraction in line", PEAK)
show("Acid fraction defining the edge", LEVEL)
show("Dimensionless bake time k t", K * BAKE)
show("Length sqrt(D/k)", length, "nm")
show("Formula speed 2 sqrt(D k)", speed, "nm/s", ".5f")
show("Speed fitted to long simulation", fit_speed, "nm/s", ".5f")
show("Log-delay coefficient, full equation", delay, "sqrt(D/k)", ".3f")
show("Log-delay coefficient, linear equation", linear_delay,
     "sqrt(D/k)", ".3f")
for target in (20, 100, 400):
    j = int(np.argmin(abs(tau - target)))
    show(f"Local speed / formula speed at k t = {tau[j]:.0f}",
         local_ratio[j], "", ".4f")
show("Subsolution test: ray speed (D=k=1)", c0)
show("Subsolution test: acid fraction on ray at t=40", ray_value, "", ".4f")
show("Filling test: deficit", deficit, "", ".3e")
show("Filling test: bound on deficit", fill_bound, "", ".3e")
show("Speed, initial tail exp(-0.5x), D=k=1", tail_speed[0.5], "", ".4f")
show("Speed, initial tail exp(-2x), D=k=1, t=40-60", tail_speed[2.0],
     "", ".4f")
show("Cooperativity b of pushed front", COOP)
show("Pushed speed simulated (D=k=1)", pushed, "", ".4f")
show("Pushed speed formula (D=k=1)", pushed_formula, "", ".4f")
show("Speed t=100-200, equal diffusivities (D=k=1)", equal_speed, "", ".4f")
show("Speed t=100-200, immobile amplifier (D=k=1)", immobile_speed,
     "", ".4f")
show("Diffusion length sqrt(2Dt)", np.sqrt(2 * D * BAKE), "nm", ".1f")
show("Asymptotic speed times bake time", speed * BAKE, "nm", ".1f")
show("Log delay 1.5 sqrt(D/k) ln(kt)", 1.5 * length * np.log(K * BAKE),
     "nm", ".1f")
show("Upper bound on edge shift, linear equation", linear_shift, "nm", ".1f")
show("Edge shift, finite differences", base_shift, "nm", ".1f")
show("Edge shift, Gaussian convolution", pos[60], "nm", ".1f")
show("Edge speed at end of bake", end_speed, "nm/s", ".3f")
show("Edge shift, immobile amplifier", fixed_shift, "nm", ".1f")
show("Flare background acid fraction", FLARE)
show("Edge shift with flare", flare_shift, "nm", ".1f")
show("Dark-field acid fraction with flare", flare_profile[-1], "", ".3f")
show("Background that reaches 0.5 by end of bake", dark_limit, "", ".5f")
show("Uncatalysed decomposition rate", THERMAL, "1/s")
show("Edge shift with uncatalysed decomposition", thermal_shift, "nm", ".1f")
show("Base quencher fraction", BASE)
show("Neutralization rate constant", KQ, "1/s")
show("Growth rate of trace acid with quencher", trace_rate, "1/s", ".3f")
show("Edge shift with quencher", quench_shift, "nm", ".1f")
show("Acid plus amplifier density", DENSITY, "1/nm^3")
show("Molecules per cube of side sqrt(D/k)", count, "", ".1f")
show("Cutoff acid fraction, one acid per cube", 1 / count, "", ".4f")
show("Edge shift with cutoff", cut_shift, "nm", ".1f")
show("Activation energy of D and of k", BARRIER, "eV")
show("Factor on D and k for 1 K hotter bake", warm, "", ".4f")
show("Edge shift for 1 K hotter bake", warm_shift, "nm", ".1f")
print("all tests passed")
```

It prints:

```
Diffusion coefficient D: 4 nm^2/s
Amplification rate k: 0.1 1/s
Bake time: 60 s
Bake temperature: 383 K
Half-width of exposed line: 100 nm
Initial acid fraction in line: 0.2
Acid fraction defining the edge: 0.5
Dimensionless bake time k t: 6
Length sqrt(D/k): 6.325 nm
Formula speed 2 sqrt(D k): 1.26491 nm/s
Speed fitted to long simulation: 1.26485 nm/s
Log-delay coefficient, full equation: 1.485 sqrt(D/k)
Log-delay coefficient, linear equation: 0.501 sqrt(D/k)
Local speed / formula speed at k t = 20: 0.9591
Local speed / formula speed at k t = 100: 0.9929
Local speed / formula speed at k t = 400: 0.9982
Subsolution test: ray speed (D=k=1): 1.5
Subsolution test: acid fraction on ray at t=40: 0.9954
Filling test: deficit: 7.762e-04
Filling test: bound on deficit: 1.995e-03
Speed, initial tail exp(-0.5x), D=k=1: 2.5000
Speed, initial tail exp(-2x), D=k=1, t=40-60: 1.9709
Cooperativity b of pushed front: 8
Pushed speed simulated (D=k=1): 2.4999
Pushed speed formula (D=k=1): 2.5000
Speed t=100-200, equal diffusivities (D=k=1): 1.9902
Speed t=100-200, immobile amplifier (D=k=1): 1.9902
Diffusion length sqrt(2Dt): 21.9 nm
Asymptotic speed times bake time: 75.9 nm
Log delay 1.5 sqrt(D/k) ln(kt): 17.0 nm
Upper bound on edge shift, linear equation: 54.8 nm
Edge shift, finite differences: 39.5 nm
Edge shift, Gaussian convolution: 39.5 nm
Edge speed at end of bake: 1.101 nm/s
Edge shift, immobile amplifier: 42.9 nm
Flare background acid fraction: 0.001
Edge shift with flare: 45.8 nm
Dark-field acid fraction with flare: 0.288
Background that reaches 0.5 by end of bake: 0.00247
Uncatalysed decomposition rate: 1e-05 1/s
Edge shift with uncatalysed decomposition: 40.1 nm
Base quencher fraction: 0.05
Neutralization rate constant: 10 1/s
Growth rate of trace acid with quencher: -0.400 1/s
Edge shift with quencher: 23.6 nm
Acid plus amplifier density: 0.1 1/nm^3
Molecules per cube of side sqrt(D/k): 25.3
Cutoff acid fraction, one acid per cube: 0.0395
Edge shift with cutoff: 34.8 nm
Activation energy of D and of k: 1 eV
Factor on D and k for 1 K hotter bake: 1.0821
Edge shift for 1 K hotter bake: 45.0 nm
all tests passed
```
